# One transition in the Bethe-Salpeter equation: Tamm-Dancoff versus full problem: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
One electron-hole transition with resonant element A > 0 and coupling B, |B| < A:
    A X + B Y = Omega X,    B X + A Y = -Omega Y,    X^2 - Y^2 = 1.
Result under test: Omega = sqrt(A^2 - B^2) = A - B^2/(2A) - B^4/(8A^3) - ...,
    X = cosh(theta), Y = -sinh(theta), tanh(2 theta) = B/A.
The Tamm-Dancoff approximation (TDA) sets Y = 0 and gives the energy A.
Independent roads: matrix diagonalization, a boson Hamiltonian in a number basis,
and H2 in a minimal basis (full CI, finite electric field, orbital rotations).
For H2: g, u = occupied and empty orbital, D = orbital gap, J = (gg|uu),
K = (gu|gu), d = <g|z|u>. The electron-hole interaction is unscreened.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def formula(A, B):
    """Energy, angle and amplitudes from the derived formulas."""
    theta = 0.5 * np.arctanh(B / A)
    return np.sqrt(A * A - B * B), theta, np.cosh(theta), -np.sinh(theta)


def diagonalize(A, B):
    """Positive root and normalized amplitudes from the matrix itself."""
    values, vectors = np.linalg.eig(np.array([[A, B], [-B, -A]]))
    assert np.max(np.abs(np.imag(values))) < 1e-12
    k = int(np.argmax(values.real))
    x, y = vectors[:, k].real
    xn, yn = vectors[:, 1 - k].real
    assert x * x - y * y > 0 and xn * xn - yn * yn < 0
    assert abs(xn * x - yn * y) < 1e-10      # the two roots are orthogonal
    assert abs(xn / yn - y / x) < 1e-10      # negative root: X and Y exchanged
    scale = np.sign(x) / np.sqrt(x * x - y * y)
    return values[k].real, x * scale, y * scale


def boson_model(A, B, size=120):
    """Lowest states of A b+b + (B/2)(b+b+ + bb) in a number basis."""
    b = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    H = A * b.T @ b + 0.5 * B * (b.T @ b.T + b @ b)
    e, v = np.linalg.eigh(H)
    x = v[:, 0] @ b @ v[:, 1]
    y = v[:, 0] @ b.T @ v[:, 1]
    number = v[:, 0] @ b.T @ b @ v[:, 0]
    return e[1] - e[0], e[0], abs(x), y * np.sign(x), number


# Energy, amplitudes and boson picture for both signs of B
for A in (1.0, 4.0):
    for ratio in (-0.8, -0.3, 0.1, 0.5, 0.8):
        B = ratio * A
        omega, theta, X, Y = formula(A, B)
        assert np.allclose(diagonalize(A, B), (omega, X, Y), atol=1e-10)
        gap, e0, xb, yb, number = boson_model(A, B)
        assert np.allclose((gap, e0, xb, yb, number),
                           (omega, (omega - A) / 2, X, Y, Y * Y), atol=1e-8)
        w, x, y = diagonalize(A, B)
        assert abs((x + y)**2 - (A - B) / omega) < 1e-10
        assert abs(x * x - (A + omega) / (2 * omega)) < 1e-10
        assert abs(y * y - (A - omega) / (2 * omega)) < 1e-10
        assert abs((w - A) + B * B / (A + omega)) < 1e-10
        assert B * B / (2 * A) < A - w < B * B / A

# Expansion of the symbolic eigenvalue in powers of B
a = sp.symbols("a", positive=True)
c = sp.symbols("c", real=True)
roots = list(sp.Matrix([[a, c], [-c, -a]]).eigenvals())
root = [r for r in roots if float(r.subs({a: 2, c: 1})) > 0][0]
series = sp.series(root, c, 0, 6).removeO()
assert sp.simplify(series - (a - c**2 / (2 * a) - c**4 / (8 * a**3))) == 0

print("MODEL, A = 4 eV; energies in eV, theta, X, Y without unit")
A_model = 4.0
for ratio in (0.1, 0.3, 0.5, 0.8):
    B = ratio * A_model
    w, x, y = diagonalize(A_model, B)
    theta = formula(A_model, B)[1]
    lead = -B**2 / (2 * A_model)
    second = lead - B**4 / (8 * A_model**3)
    print(f"B = {B:.1f} eV: Omega = {w:.5f} eV, theta = {theta:.5f}, "
          f"X = {x:.5f}, Y = {y:.5f}")
    print(f"  shift {w - A_model:.5f} eV, leading term {lead:.5f} eV, "
          f"two terms {second:.5f} eV, leading/exact {lead / (w - A_model):.4f}")


def hydrogen(R_ang):
    """Restricted Hartree-Fock and the integrals of the single transition."""
    r = R_ang / BOHR_ANG
    mol = gto.M(atom=[["H", (0, 0, -r / 2)], ["H", (0, 0, r / 2)]],
                unit="Bohr", basis="sto-3g", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    C = mf.mo_coeff
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), 2)
    D = mf.mo_energy[1] - mf.mo_energy[0]
    J, K = eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    return dict(mol=mol, mf=mf, C=C, eri=eri, D=D, J=J, K=K,
                singlet=(D + 2 * K - J, K), triplet=(D - J, -K))


def rotation_curvature(h, beta_sign, step=0.003):
    """Second derivative of the determinant energy; the spin-down orbital
    turns with the spin-up one (+1, singlet) or against it (-1, triplet)."""
    uhf = scf.UHF(h["mol"])

    def energy(k):
        up = np.cos(k) * h["C"][:, 0] + np.sin(k) * h["C"][:, 1]
        down = np.cos(k) * h["C"][:, 0] + beta_sign * np.sin(k) * h["C"][:, 1]
        return uhf.energy_tot(dm=np.array([np.outer(up, up),
                                           np.outer(down, down)]))
    return (energy(step) - 2 * energy(0.0) + energy(-step)) / step**2


R0 = 0.74
h2 = hydrogen(R0)
mol, mf, C = h2["mol"], h2["mf"], h2["C"]

# Full CI: single excitations are exact eigenstates of this two-orbital basis
h1 = C.T @ mf.get_hcore() @ C
levels = np.sort(fci.direct_spin1.kernel(h1, h2["eri"], 2, 2, nroots=4,
                                       ecore=mol.energy_nuc())[0])
correlation = levels[0] - mf.e_tot
assert correlation < 0
assert abs(levels[1] - mf.e_tot - h2["triplet"][0]) < 1e-7
assert abs(levels[2] - mf.e_tot - h2["singlet"][0]) < 1e-7
for name, beta_sign in (("singlet", 1), ("triplet", -1)):
    assert abs(rotation_curvature(h2, beta_sign) - 4 * sum(h2[name])) < 1e-3

print(f"H2, STO-3G, R = {R0:.2f} angstrom, unscreened interaction")
print(f"orbital gap D = {h2['D'] * HARTREE_EV:.4f} eV")
print(f"J = {h2['J'] * HARTREE_EV:.4f} eV, K = {h2['K'] * HARTREE_EV:.4f} eV")
print(f"ground-state correlation energy = {correlation * HARTREE_EV:.4f} eV")
for name, level in (("singlet", levels[2]), ("triplet", levels[1])):
    A, B = h2[name]
    w, x, y = diagonalize(A, B)
    omega, theta, X, Y = formula(A, B)
    assert np.allclose((w, x, y), (omega, X, Y), atol=1e-10)
    ci_gap = level - levels[0]
    assert abs(ci_gap - (A - correlation)) < 1e-7
    assert w < A < ci_gap
    print(f"{name}: A (TDA) = {A * HARTREE_EV:.4f} eV, "
          f"B = {B * HARTREE_EV:.4f} eV, B/A = {B / A:.4f}")
    print(f"  Omega = {w * HARTREE_EV:.4f} eV = {w:.5f} hartree")
    print(f"  shift Omega - A = {(w - A) * HARTREE_EV:.4f} eV, "
          f"-B^2/(2A) = {-B * B / (2 * A) * HARTREE_EV:.4f} eV")
    print(f"  theta = {theta:.5f}, X = {x:.5f}, Y = {y:.5f}, Y^2 = {y * y:.5f}")
    print(f"  full-CI gap in this basis = {ci_gap * HARTREE_EV:.4f} eV")

# Static polarizability along the bond: amplitudes against a finite field
z = mol.intor("int1e_r")[2]
d = C[:, 0] @ z @ C[:, 1]
w, x, y = diagonalize(*h2["singlet"])
alpha_full = 4 * d * d * (x + y)**2 / w
alpha_tda = 4 * d * d / h2["singlet"][0]
assert abs(alpha_full - 4 * d * d / sum(h2["singlet"])) < 1e-9


def mean_z(field):
    """Summed electron position in a uniform field that adds field*z."""
    m = scf.RHF(mol)
    core = mf.get_hcore() + field * z
    m.get_hcore = lambda *args: core
    m.conv_tol, m.conv_tol_grad = 1e-13, 1e-9
    m.kernel(dm0=mf.make_rdm1())
    assert m.converged
    return np.sum(m.make_rdm1() * z)


F = 1e-3
alpha_field = -(mean_z(F) - mean_z(-F)) / (2 * F)
assert abs(alpha_full / alpha_field - 1) < 1e-4   # cubic response and SCF error
assert alpha_tda / alpha_field > 1.05
vol = BOHR_ANG**3
print(f"dipole element |d| = {abs(d) * BOHR_ANG:.4f} angstrom")
print(f"polarizability along the bond, full: {alpha_full * vol:.5f} angstrom^3")
print(f"  finite field: {alpha_field * vol:.5f} angstrom^3")
print(f"  TDA: {alpha_tda * vol:.5f} angstrom^3")

# Stretching the bond until the triplet root reaches zero
R_c = brentq(lambda R: sum(hydrogen(R)["triplet"]), 0.8, 2.0, xtol=1e-8)
for R, stable in ((R_c - 0.05, True), (R_c + 0.05, False)):
    h = hydrogen(R)
    A, B = h["triplet"]
    curvature = rotation_curvature(h, -1)
    assert abs(curvature - 4 * (A + B)) < 1e-3
    assert (curvature > 0) == stable
    values = np.linalg.eigvals(np.array([[A, B], [-B, -A]]))
    if stable:
        assert np.max(np.abs(np.imag(values))) < 1e-10
    else:
        assert np.max(np.abs(np.real(values))) < 1e-10
        assert np.max(np.imag(values)) > 1e-3
    assert A > 0
    size = np.max(np.abs(values)) * HARTREE_EV
    kind = "real" if stable else "imaginary"
    print(f"triplet at R = {R:.4f} angstrom: A = {A * HARTREE_EV:.4f} eV, "
          f"B = {B * HARTREE_EV:.4f} eV, |Omega| = {size:.4f} eV ({kind})")
A_c = hydrogen(R_c)["triplet"][0]
print(f"triplet Omega = 0 at R = {R_c:.4f} angstrom, "
      f"where A (TDA) = {A_c * HARTREE_EV:.4f} eV")

print("all tests passed")
```

It prints:

```
MODEL, A = 4 eV; energies in eV, theta, X, Y without unit
B = 0.4 eV: Omega = 3.97995 eV, theta = 0.05017, X = 1.00126, Y = -0.05019
  shift -0.02005 eV, leading term -0.02000 eV, two terms -0.02005 eV, leading/exact 0.9975
B = 1.2 eV: Omega = 3.81576 eV, theta = 0.15476, X = 1.01200, Y = -0.15538
  shift -0.18424 eV, leading term -0.18000 eV, two terms -0.18405 eV, leading/exact 0.9770
B = 2.0 eV: Omega = 3.46410 eV, theta = 0.27465, X = 1.03795, Y = -0.27812
  shift -0.53590 eV, leading term -0.50000 eV, two terms -0.53125 eV, leading/exact 0.9330
B = 3.2 eV: Omega = 2.40000 eV, theta = 0.54931, X = 1.15470, Y = -0.57735
  shift -1.60000 eV, leading term -1.28000 eV, two terms -1.48480 eV, leading/exact 0.8000
H2, STO-3G, R = 0.74 angstrom, unscreened interaction
orbital gap D = 34.0060 eV
J = 18.0605 eV, K = 4.9310 eV
ground-state correlation energy = -0.5585 eV
singlet: A (TDA) = 25.8075 eV, B = 4.9310 eV, B/A = 0.1911
  Omega = 25.3320 eV = 0.93093 hartree
  shift Omega - A = -0.4755 eV, -B^2/(2A) = -0.4711 eV
  theta = 0.09672, X = 1.00468, Y = -0.09687, Y^2 = 0.00938
  full-CI gap in this basis = 26.3660 eV
triplet: A (TDA) = 15.9455 eV, B = -4.9310 eV, B/A = -0.3092
  Omega = 15.1639 eV = 0.55726 hartree
  shift Omega - A = -0.7816 eV, -B^2/(2A) = -0.7624 eV
  theta = -0.15985, X = 1.01280, Y = 0.16053, Y^2 = 0.02577
  full-CI gap in this basis = 16.5040 eV
dipole element |d| = 0.4924 angstrom
polarizability along the bond, full: 0.45438 angstrom^3
  finite field: 0.45438 angstrom^3
  TDA: 0.54120 angstrom^3
triplet at R = 1.1034 angstrom: A = 6.5613 eV, B = -5.5361 eV, |Omega| = 3.5217 eV (real)
triplet at R = 1.2034 angstrom: A = 4.7487 eV, B = -5.7149 eV, |Omega| = 3.1797 eV (imaginary)
triplet Omega = 0 at R = 1.1534 angstrom, where A (TDA) = 5.6252 eV
all tests passed
```
